# Sensitivity of HD⁺ rotational and vibrational frequencies to the proton–electron mass ratio

**Setting.** The molecular ion HD⁺ has one electron, a proton and a deuteron. Use the nonrelativistic Coulomb Hamiltonian and atomic units, so that $m_e=\hbar=1$ and the proton mass $m_p$ is numerically equal to $\mu=m_p/m_e$. The sensitivity of a transition frequency $\nu$, measured relative to the Hartree frequency, is

$$K=\frac{d\ln\nu}{d\ln\mu}.$$

Unless stated otherwise, $m_d/m_p$ is held fixed. Write $M=m_pm_d/(m_p+m_d)$. The electronic state is $1s\sigma_g$.

## Part (a): the adiabatic curve

**Question.** Separate the centre-of-mass motion and average over the electronic state. On which nuclear masses does the adiabatic curve depend?

**Answer.** Let $\mathbf R=\mathbf R_p-\mathbf R_d$, and let $\mathbf r$ be the electron position measured from the nuclear midpoint. At zero total momentum the wavefunction depends on $\mathbf R$ and $\mathbf r$ alone, and the chain rule gives

$$\nabla_p=\nabla_R-\tfrac12\nabla_r,\qquad \nabla_d=-\nabla_R-\tfrac12\nabla_r,\qquad \nabla_e=\nabla_r .$$

Squaring the nuclear gradients and using $1/M=1/m_p+1/m_d$, the nuclear kinetic energy is

$$-\frac{1}{2M}\left(\nabla_R^2+\tfrac14\nabla_r^2\right)+\frac12\left(\frac1{m_p}-\frac1{m_d}\right)\nabla_R\cdot\nabla_r .$$

Take $\Psi=\phi(\mathbf r;\mathbf R)\chi(\mathbf R)$, with $\phi$ real and normalized at every $\mathbf R$. Then

$$\langle\phi|\nabla_R^2|\phi\chi\rangle=\nabla_R^2\chi+2\langle\phi|\nabla_R\phi\rangle\cdot\nabla_R\chi+\langle\phi|\nabla_R^2\phi\rangle\chi .$$

Differentiating $\langle\phi|\phi\rangle=1$ once gives $\langle\phi|\nabla_R\phi\rangle=0$. Differentiating again gives $\langle\phi|\nabla_R^2\phi\rangle=-\langle|\nabla_R\phi|^2\rangle$. Integration by parts gives $\langle\phi|\nabla_r^2\phi\rangle=-\langle|\nabla_r\phi|^2\rangle$.

The cross term averages to zero: $\phi$ and $\nabla_R\phi$ are even under $\mathbf r\to-\mathbf r$, while $\nabla_r$ is odd. Hence

$$U(R)=E_{\rm BO}(R)+\frac{W_1(R)}M,\qquad W_1=\tfrac12\left[\langle|\nabla_R\phi|^2\rangle+\tfrac14\langle|\nabla_r\phi|^2\rangle\right].$$

Neither $E_{\rm BO}$ nor $W_1$ contains a nuclear mass, so $M$ is the sole mass parameter. With $\chi=u(R)Y_{Nm}/R$, the radial equation is

$$\left[T+U(R)\right]u=Eu,\qquad T=-\frac1{2M}\frac{d^2}{dR^2}+\frac{N(N+1)}{2MR^2}.$$

The cross term does couple gerade to ungerade states. That coupling, like all nonadiabatic coupling, is omitted here.

## Part (b): evaluating the correction

**Question.** Express $W_1$ in spheroidal coordinates and find its separated-atom limit.

**Answer.** Let $r_1,r_2$ be the distances from the electron to the nuclei, and set $a=R/2$, $\xi=(r_1+r_2)/R$, $\eta=(r_1-r_2)/R$. For an axially symmetric function,

$$\nabla_r^2=\frac{\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta}{a^2(\xi^2-\eta^2)},\qquad \frac1{r_1}+\frac1{r_2}=\frac{2\xi}{a(\xi^2-\eta^2)} .$$

Put $\phi=X(\xi)Y(\eta)$, multiply the electronic equation by $-2a^2(\xi^2-\eta^2)$ and write $p^2=-2a^2E_{\rm el}$. It separates into

$$[(\xi^2-1)X']'+(2R\xi-p^2\xi^2)X=\lambda X,\qquad [(1-\eta^2)Y']'+p^2\eta^2Y=-\lambda Y .$$

Matching $\lambda$ fixes $E_{\rm el}$, and $E_{\rm BO}=E_{\rm el}+1/R$. At $R=2$ bohr both this route and a two-dimensional basis give $E_{\rm el}=-1.102634$ hartree.

The derivative with respect to bond length must be taken at fixed $\mathbf r$. Since $\xi,\eta$ depend on $\mathbf r/a$, lengthening $R$ at fixed $\mathbf r$ shrinks $\mathbf r/a$, so

$$\partial_R\big|_{\mathbf r}=\partial_R\big|_{\xi,\eta}-\frac1R\,\mathbf r\cdot\nabla_r .$$

To find the last operator, let $A=\mathbf r\cdot\nabla_r\xi$ and $C=\mathbf r\cdot\nabla_r\eta$. Applying $\mathbf r\cdot\nabla_r$ to $r^2/a^2=\xi^2+\eta^2-1$ and $z/a=\xi\eta$ gives

$$\xi A+\eta C=\xi^2+\eta^2-1,\qquad \eta A+\xi C=\xi\eta .$$

Eliminating $C$, then $A$, yields

$$A=\frac{\xi(\xi^2-1)}{\xi^2-\eta^2},\quad C=\frac{\eta(1-\eta^2)}{\xi^2-\eta^2},\quad \mathbf r\cdot\nabla_r=A\,\partial_\xi+C\,\partial_\eta .$$

A perpendicular displacement $\delta$ of $\mathbf R$ turns the electron function through $\delta/R$. Summing over both perpendicular directions gives $\langle|\mathbf r\times\nabla_r\phi|^2\rangle/R^2$, because rotation about the axis leaves a $\sigma$ function unchanged. Therefore

$$\langle|\nabla_R\phi|^2\rangle=\langle(\partial_R\phi)^2\rangle+\frac{\langle|\mathbf r\times\nabla_r\phi|^2\rangle}{R^2}.$$

At $R=2$ bohr these parts are 0.10305 and 0.07174, and $\langle|\nabla_r\phi|^2\rangle=1.20412$. Thus

$$W_1=\tfrac12\left(0.10305+0.07174+\tfrac14\times1.20412\right)=0.2379 .$$

Direct displacement of the nuclei reproduces the first two parts within the tested tolerance of 1%.

At large $R$, $\phi=(1s_A+1s_B)/\sqrt2$ with negligible overlap. Each orbital centre moves by half the change in $\mathbf R$, and $\langle|\nabla 1s|^2\rangle=1$. Hence $\langle|\nabla_R\phi|^2\rangle=1/4$ and $W_1\to\frac12(\frac14+\frac14)=\frac14$. The computed value at 12 bohr is 0.2497.

The limiting correction $1/(4M)$ is the mean of the finite-mass shifts $1/(2m_p)$ and $1/(2m_d)$ of the H and D atoms. The true molecule separates with the electron on one particular nucleus, so this single gerade curve fails near dissociation.

## Part (c): sensitivity from expectation values

**Question.** Find $K$ without differentiating wavefunctions. What changes if $m_d$, rather than $m_d/m_p$, is fixed?

**Answer.** For a normalized eigenstate, $dE/dM=\langle dH/dM\rangle$: the terms from differentiating the state add up to $E\,d\langle u|u\rangle/dM=0$. Both $T$ and $W_1/M$ are proportional to $1/M$, so

$$\frac{dE}{d\ln M}=-\langle T\rangle-\left\langle\frac{W_1}{M}\right\rangle .$$

With $m_d/m_p$ fixed, $M\propto\mu$ and $d\ln M/d\ln\mu=1$. Subtracting the lower level from the upper and dividing by $\Delta E$ gives

$$\boxed{K=-\frac{\Delta\langle T\rangle+\Delta\langle W_1/M\rangle}{\Delta E}}$$

This is exact for the adiabatic radial equation. If $m_d$ is fixed instead,

$$\frac{d\ln M}{d\ln m_p}=1-\frac{m_p}{m_p+m_d}=\frac{m_d}{m_p+m_d},$$

and $K$ is multiplied by this fraction.

## Part (d): limiting values and anharmonic corrections

**Question.** Expand about the minimum $R_e$ of $E_{\rm BO}$. Find the large-$M$ limits of $K$ for $N=0\to1$ and for $v=0\to v$ at $N=0$, with the first anharmonic corrections.

**Answer.** The term $W_1/M$ shifts the position of the minimum and the curvature there by relative amounts of order $1/M$. It therefore changes $K$ only at order $1/M$, beyond the first anharmonic corrections, and is left out of this expansion. Let $s=(R-R_e)/R_e$, with derivatives of $E_{\rm BO}$ taken at $R_e$:

$$E_{\rm BO}-E_{\rm BO}(R_e)=\tfrac12E''R_e^2s^2(1+a_1s+a_2s^2+\dots),$$

$$a_1=\frac{R_eE'''}{3E''},\qquad a_2=\frac{R_e^2E''''}{12E''}.$$

Define $\omega_e=\sqrt{E''/M}$, $B_e=1/(2MR_e^2)$ and $s=\ell q$, with $\ell^2=1/(MR_e^2\omega_e)=2B_e/\omega_e$. The vibrational Hamiltonian becomes

$$\frac{\omega_e}2\left(P^2+q^2+a_1\ell q^3+a_2\ell^2q^4+\dots\right),\qquad P=-i\,d/dq .$$

**Vibrational constant.** Since $\langle q^4\rangle=\frac34(2v^2+2v+1)$, the quartic term contributes $\frac32B_ea_2v(v+1)$ plus a constant. The cubic term needs second order. The squared matrix elements of $q^3$ from $v$ to $v+3$, $v+1$, $v-1$, $v-3$ are, in units of $1/8$,

$$(v+1)(v+2)(v+3),\quad 9(v+1)^3,\quad 9v^3,\quad v(v-1)(v-2).$$

Their energy denominators are $-3\omega_e,-\omega_e,\omega_e,3\omega_e$. The sum is $-(30v^2+30v+11)/(8\omega_e)$. Multiplication by $(\omega_ea_1\ell/2)^2=\omega_eB_ea_1^2/2$ gives $-\frac{15}8B_ea_1^2v(v+1)$ plus a constant. Thus

$$\Delta E_{0\to v}=\omega_ev-\omega_ex_e\,v(v+1),\qquad \omega_ex_e=\tfrac32B_e\left(\tfrac54a_1^2-a_2\right).$$

**Rotational constant.** Expand the centrifugal energy:

$$B_eN(N+1)(1+s)^{-2}=B_eN(N+1)(1-2\ell q+3\ell^2q^2-\dots).$$

Here $\langle q^2\rangle=v+\frac12$ to leading order. The mean force vanishes in a stationary state, so $\langle q\rangle+\frac32a_1\ell\langle q^2\rangle=0$ to this order. Inserting both averages gives

$$B_v=B_e-\alpha_e(v+\tfrac12),\qquad \alpha_e=-\frac{6B_e^2(1+a_1)}{\omega_e}.$$

**Mass scaling.** The constants $B_e,\omega_e,\alpha_e,\omega_ex_e$ scale as $M^{-1},M^{-1/2},M^{-3/2},M^{-1}$. For vibration,

$$K_{\rm vib}=\frac{-\frac12\omega_e+(v+1)\omega_ex_e}{\omega_e-(v+1)\omega_ex_e}
=-\frac12+\frac{(v+1)\omega_ex_e}{2[\omega_e-(v+1)\omega_ex_e]} .$$

For rotation, $\Delta E=2B_v$ at this order and

$$K_{\rm rot}=\frac{-B_e+\frac32\alpha_e(v+\frac12)}{B_e-\alpha_e(v+\frac12)} .$$

Expanding at fixed $v$,

$$\boxed{K_{\rm vib}=-\frac12+\frac{(v+1)\omega_ex_e}{2\omega_e}+O(M^{-1})}$$

$$\boxed{K_{\rm rot}=-1+\frac{\alpha_e(v+\frac12)}{2B_e}+O(M^{-1})}$$

The displayed corrections are of order $M^{-1/2}$. For HD⁺ both are positive. In the rotational case two effects compete. The spread term $3\ell^2\langle q^2\rangle$ raises $B_v$, while the anharmonic outward shift of the mean bond length, $-2\ell\langle q\rangle=3a_1\ell^2\langle q^2\rangle$, lowers it. The shift wins when $a_1<-1$, as here, so $\alpha_e>0$. Heavier nuclei reduce this net lowering, which raises $B_v/B_e$ and partly offsets the fall of $B_e$. In a harmonic well ($a_1=0$) the correction would have the opposite sign.

The small-correction expansion fails for high $v$. On the Born–Oppenheimer curve the dissociation threshold does not depend on mass. For a transition from the ground level to threshold, therefore, $K=+\langle T\rangle_0/\Delta E>0$: the sensitivity has changed sign.

## Part (e): the numbers for HD⁺

**Question.** Evaluate the constants and sensitivities, and compare the expansion with the radial levels.

**Answer.** The masses give $M=1223.899$. The curve has $R_e=1.99719$ bohr, $E''=0.102970$, $E'''=-0.261184$ and $E''''=0.639251$ in atomic units, so $a_1=-1.68862$ and $a_2=2.06356$. With $B_e=22.4786$ and $\omega_e=2013.11$ cm⁻¹,

$$\alpha_e=\frac{6(22.4786)^2(0.68862)}{2013.11}=1.037\ {\rm cm^{-1}},$$

$$\omega_ex_e=1.5(22.4786)\left[1.25(1.68862)^2-2.06356\right]=50.60\ {\rm cm^{-1}}.$$

The anharmonic formulas, with the unexpanded vibrational ratio, predict

$$K_{\rm rot}=-1+\frac{1.0371}{4(22.4786)}=-0.9885,$$

$$K_{\rm vib}=-\frac12+\frac{50.602}{2013.11-101.204}=-0.4735$$

for $N=0\to1$ in $v=0$ and for $v=0\to1$.

The radial levels give, in cm⁻¹,

- rotation: $\Delta\langle T\rangle=537.1359-493.8317=43.3042$, $\Delta\langle W_1/M\rangle=-0.0176$ (a difference of rounded entries, uncertain by one in the last digit), $\Delta E=43.8622$;
- vibration: $\Delta\langle T\rangle=1401.4762-493.8317=907.6445$, $\Delta\langle W_1/M\rangle=-0.4776$, $\Delta E=1913.124$.

The identity of part (c) then yields

$$K_{\rm rot}=-\frac{43.2866}{43.8622}=-0.9869,\qquad K_{\rm vib}=-\frac{907.1669}{1913.124}=-0.4742 .$$

Solving again with changed masses gives the same values.

The rotational difference from the leading formula is 0.0016. Part of it is centrifugal distortion. The linear term $-2\ell B_eN(N+1)q$ shifts the oscillator energy by $-D_e[N(N+1)]^2$, with $D_e=4B_e^3/\omega_e^2$. For $N=0\to1$, $\Delta E=2B_e-4D_e$ and $D_e\propto M^{-2}$, so $K$ rises by about $2D_e/B_e=2(0.01121)/22.4786=0.0010$. The rest comes from the remaining terms of order $1/M$ and higher, among them the adiabatic correction examined in part (f).

The vibrational formula deteriorates up the ladder:

| Final $v$ | $K$, radial levels | $K$, formula |
|---|---|---|
| 2 | −0.461 | −0.459 |
| 4 | −0.435 | −0.428 |
| 9 | −0.360 | −0.332 |

At $v=9$, $(v+1)\omega_ex_e$ is already a quarter of $\omega_e$. The expansion coefficients themselves are tested with levels at $16M$ and $64M$, combined to cancel the $1/M$ term. The results are 0.01153 for rotation and 0.02514 for vibration, in agreement with $\alpha_e/(4B_e)$ and $\omega_ex_e/\omega_e$.

## Part (f): mass dependence of the curve and observable shifts

**Question.** How much does the adiabatic correction matter, how many digits of $K$ are meaningful, and what shifts follow from $\delta\mu/\mu=10^{-10}$?

**Answer.** At $R_e$, $W_1/M$ is 42.7 cm⁻¹, but its average differs by only 0.02 cm⁻¹ between the two rotational levels and 0.48 cm⁻¹ between $v=0$ and $v=1$, so it largely cancels in these frequencies. Three treatments give:

| Treatment | $K_{\rm rot}$ | $K_{\rm vib}$ |
|---|---|---|
| Born–Oppenheimer curve | −0.98727 | −0.47442 |
| $W_1/M$ included but frozen | −0.98728 | −0.47443 |
| Full adiabatic curve | −0.98688 | −0.47418 |

The frozen correction moves $K$ by only about 0.00001 or less, and in the wrong direction, so freezing misses the effect on $K$ altogether. The missing term is $-\Delta\langle W_1/M\rangle/\Delta E$, equal to $0.0176/43.8622=0.00040$ for rotation and $0.4776/1913.124=0.00025$ for vibration.

Omitted nonadiabatic coupling changes frequencies by a relative amount that scales as $1/M\approx8\times10^{-4}$. A second-order estimate, not carried out in this text, puts the coefficient at about 0.1 or less: the rotational and vibrational lines drop by about $5\times10^{-5}$ and $8\times10^{-5}$ of their frequency (0.002 and 0.15 cm⁻¹), and $K$ rises by similar amounts. The extra digits above therefore compare treatments within the model. As values for the molecule, $K_{\rm rot}\approx-0.987$ and $K_{\rm vib}\approx-0.474$ are justified, with the fourth decimal open to correction. Relativistic, QED and hyperfine effects are also absent.

The two lines lie at 1.315 THz and 57.35 THz. From $\delta\nu=K\nu\,\delta\mu/\mu$,

$$\delta\nu_{\rm rot}\approx-130\ {\rm Hz},\qquad \delta\nu_{\rm vib}\approx-2720\ {\rm Hz}.$$

The vibrational line has the smaller fractional sensitivity but the larger absolute shift, because its frequency is much higher.

If $m_d$ is fixed, the factor $m_d/(m_p+m_d)=0.6666$ reduces the sensitivities to $-0.658$ and $-0.316$. If the line is compared with a clock whose own sensitivity is $K_c$, the logarithm of the frequency ratio gives the observable sensitivity $K-K_c$. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
m_p/m_e = 1836.15267, m_d/m_e = 3670.48297
reduced mass M/m_e = 1223.89923
R_e (BO curve) = 1.99719 bohr, E_BO(R_e) = -0.6026346 hartree
E'' = 0.102970, E''' = -0.261184, E'''' = 0.639251 (atomic units)
a1 = -1.68862, a2 = 2.06356
B_e = 22.4786 cm^-1, alpha_e = 1.0371 cm^-1
omega_e = 2013.11 cm^-1, omega_e x_e = 50.602 cm^-1
centrifugal constant D_e = 0.01121 cm^-1
At R = 2 bohr (atomic units):
  electronic energy: basis -1.10263421, separated -1.10263421
  stretch part: formula 0.10305, displaced nuclei 0.10304
  turning part: formula 0.07174, displaced nuclei 0.07172
  <|grad_r phi|^2> = 1.20412, W1 = 0.23791
W1 at R = 12 bohr = 0.24967 (atomic units)
W1(R_e)/M = 42.689 cm^-1
Levels: <T> and <W1/M> in cm^-1
  v=0,N=0: <T> = 493.8317, <W1/M> = 42.4223
  v=0,N=1: <T> = 537.1359, <W1/M> = 42.4047
  v=1,N=0: <T> = 1401.4762, <W1/M> = 41.9447
Rotation N=0->1: frequency, K, leading formula
  v=0: 43.8622 cm^-1, K = -0.98688, formula -0.98847
  v=4: 36.1877 cm^-1, K = -0.88521, formula -0.89620
Vibration 0->v at N=0: frequency, K, anharmonic formula
  v=1: 1913.124 cm^-1, K = -0.47418, formula -0.47353
  v=2: 3730.104 cm^-1, K = -0.46125, formula -0.45922
  v=4: 7086.701 cm^-1, K = -0.43471, formula -0.42813
  v=9: 13950.973 cm^-1, K = -0.36013, formula -0.33212
K on BO curve / adiabatic curve frozen / full adiabatic curve
  rotation:  -0.987274 / -0.987278 / -0.986878
  vibration: -0.474421 / -0.474431 / -0.474181
K by changing both masses and solving again
  rotation -0.986878, vibration 0->1 -0.474181, 0->9 -0.360131
m_d/(m_p+m_d) = 0.66656; K with m_d fixed:
  rotation -0.65781, vibration 0->1 -0.31607
Leading anharmonic coefficient: large-M levels, formula
  rotation 0.011534, 0.011534
  vibration 0.025135, 0.025136
Main lines, and shift for a fractional change of mu by 1e-10
  rotation: 1.3150 THz, shift -129.8 Hz
  vibration 0->1: 57.3540 THz, shift -2719.6 Hz
```
